# One thermodynamic factor for both components of a binary solution

## Two coefficients, one slope

Take a model solid solution of A and B at 1273 K, with 30 % of the atoms A. Its activity coefficients are $\gamma_A=1.694$ and $\gamma_B=1.120$. A is thus far from ideal and B is nearly ideal. Yet the logarithmic slopes $d\ln\gamma_A/d\ln x_A$ and $d\ln\gamma_B/d\ln x_B$ are both $-0.5054$. Nothing in the model was adjusted to make them agree. The agreement follows from the Gibbs-Duhem relation and holds at fixed temperature and pressure for any homogeneous bulk binary solution whose vacancies, if it has any, are in equilibrium.

## Conventions and statement

The algebra uses atomic units, and $\theta=k_BT$ is an energy. Numbers are given in eV and in laboratory units. The atom fractions obey
$$x_A+x_B=1,\qquad dx_B=-dx_A,\qquad 0<x_A<1 .$$
The activity $a_i$ and the activity coefficient $\gamma_i$ are defined through the chemical potential,
$$\mu_i=\mu_i^\circ+\theta\ln a_i,\qquad a_i=\gamma_i x_i ,$$
where $\mu_i^\circ$ does not depend on composition. Here it is the potential of pure $i$, so $\gamma_i=1$ at $x_i=1$.

The claim is that at fixed $T$ and $p$
$$1+\frac{d\ln\gamma_A}{d\ln x_A}=1+\frac{d\ln\gamma_B}{d\ln x_B}\equiv\Phi .$$
Each coefficient is differentiated with respect to the fraction of its own component, along the line $x_A+x_B=1$. The common value $\Phi$ is the thermodynamic factor.

## The Gibbs-Duhem relation

In a bulk phase, surface terms are negligible, and scaling both particle numbers at fixed $T$ and $p$ scales the Gibbs energy:
$$G(T,p,\lambda N_A,\lambda N_B)=\lambda\,G(T,p,N_A,N_B).$$
Differentiate with respect to $\lambda$ and set $\lambda=1$. Since $\mu_i=\partial G/\partial N_i$,
$$G=N_A\mu_A+N_B\mu_B .$$
The differential of this sum is
$$dG=N_A\,d\mu_A+N_B\,d\mu_B+\mu_A\,dN_A+\mu_B\,dN_B ,$$
whereas the general differential of the Gibbs energy is
$$dG=-S\,dT+V\,dp+\mu_A\,dN_A+\mu_B\,dN_B .$$
Subtract the two and divide by $N_A+N_B$. With $s$ and $v$ the entropy and volume per atom,
$$x_A\,d\mu_A+x_B\,d\mu_B=-s\,dT+v\,dp .$$
At fixed $T$ and $p$ the right side vanishes:
$$x_A\,d\mu_A+x_B\,d\mu_B=0 .$$
The two potentials therefore cannot vary independently. If adding A raises $\mu_A$, it lowers $\mu_B$, by an amount weighted with the composition.

## From potentials to the shared factor

At fixed $T$ the references are constant, so $d\mu_i=\theta(d\ln\gamma_i+d\ln x_i)$. Insert this and divide by $\theta$:
$$x_A\,d\ln\gamma_A+x_B\,d\ln\gamma_B+x_A\,d\ln x_A+x_B\,d\ln x_B=0 .$$
The last two terms are $dx_A+dx_B=0$. The ideal part thus satisfies the relation by itself, and the coefficients must satisfy
$$x_A\,d\ln\gamma_A+x_B\,d\ln\gamma_B=0 .$$
Divide by $dx_A$, and replace $dx_A$ by $-dx_B$ in the second term:
$$x_A\frac{d\ln\gamma_A}{dx_A}-x_B\frac{d\ln\gamma_B}{dx_B}=0 .$$
Because $d\ln x_i=dx_i/x_i$, each product is a logarithmic slope. The two slopes are equal, and adding 1 to both proves the claim.

The steps can be reversed. Equal slopes give $\sum_i x_i\,d\ln\gamma_i=0$, and adding $\sum_i dx_i=0$ restores the Gibbs-Duhem relation. A pair of proposed functions $\gamma_A,\gamma_B$ whose slopes differ is therefore inconsistent at fixed $T$ and $p$.

In the opening example the ordinary derivatives do differ: $d\ln\gamma_A/dx_A=-0.5054/0.3=-1.68$ and $d\ln\gamma_B/dx_B=-0.5054/0.7=-0.72$. The minority component has the steeper curve, and the weights $x_i$ compensate for this. The choice of variable matters as well. Differentiating $\ln\gamma_A$ with respect to $\ln x_B$ would give $+(0.7/0.3)(0.5054)=1.18$, which is a different quantity.

## The factor as a curvature

Let $g=x_A\mu_A+x_B\mu_B$ be the Gibbs energy per atom, with primes for derivatives along $x_A$. By the Gibbs-Duhem relation, $dg=\mu_A\,dx_A+\mu_B\,dx_B$, so $g'=\mu_A-\mu_B$. Solving for the potentials gives
$$\mu_A=g+x_B\,g',\qquad \mu_B=g-x_A\,g' .$$
Differentiate the first, remembering that $x_B'=-1$:
$$\mu_A'=g'-g'+x_B\,g''=x_B\,g'' .$$
Since $\Phi=d\ln a_A/d\ln x_A=x_A\mu_A'/\theta$,
$$\Phi=\frac{x_Ax_B}{\theta}\,g'' .$$
The expression is symmetric in A and B, which is a second way to see that the factor is shared.

It also gives the sign. If a uniform solution separates into equal halves with compositions $x_A\pm\delta$, its energy per atom changes by $\tfrac12 g''\delta^2$ to leading order. For $g''>0$ this costs energy and the solution resists small fluctuations. For $g''<0$ it is unstable. The spinodal is the boundary $\Phi=0$. In a crystal whose lattice parameter depends on composition this is the chemical spinodal: a fluctuation that keeps the lattice coherent also costs elastic energy, which moves the instability to lower temperature.

## The dilute ends

Suppose $\ln\gamma_A$ has a finite derivative as $x_A\to0$. Then $x_A\,d\ln\gamma_A/dx_A\to0$ and $\Phi\to1$. The coefficient $\gamma_A$ itself need not approach 1. It tends to a constant, which is Henry's law. For the solvent, $d\ln\gamma_B/d\ln x_B=\Phi-1\to0$ while $\gamma_B\to1$.

For $\Phi\to1$ a finite derivative is sufficient but not necessary: it is enough that $x_A\,d\ln\gamma_A/dx_A\to0$. This weaker condition does not ensure Henry's law, because $\gamma_A$ could still grow without bound, more slowly than any power of $1/x_A$. Without the condition, $\Phi$ does not tend to 1. If the activity instead varied as $a_A\propto x_A^m$ near $x_A=0$, then $\Phi=d\ln a_A/d\ln x_A$ would tend to $m$.

## A subregular solution

The example has the excess energy per atom
$$g_{ex}=x_Ax_B\,[w_0+w_1(x_A-x_B)],$$
with $w_0=0.12$ eV and $w_1=-0.01$ eV. The atoms are taken to mix at random, so the full energy is
$$g=x_A\mu_A^\circ+x_B\mu_B^\circ+\theta(x_A\ln x_A+x_B\ln x_B)+g_{ex}.$$
The linear terms have no curvature. The logarithmic terms contribute $\theta(1/x_A+1/x_B)=\theta/(x_Ax_B)$. For the excess part put $x=x_A$:
$$\frac{d^2}{dx^2}\,x(1-x)=-2,$$
$$\frac{d^2}{dx^2}\,x(1-x)(2x-1)=\frac{d^2}{dx^2}(-2x^3+3x^2-x)=-6(2x-1).$$
Multiplying the total curvature by $x_Ax_B/\theta$ gives
$$\Phi=1-\frac{2x_Ax_B}{\theta}\,[w_0+3w_1(x_A-x_B)] .$$
At 1273 K, $\theta=0.1097$ eV. For $x_A=0.3$ the bracket is $0.12+3(-0.01)(-0.4)=0.132$ eV, so
$$\Phi=1-\frac{0.42\times0.132}{0.1097}=0.495 .$$
As a check, the two chemical potentials are obtained by exact differentiation of the total Gibbs energy with respect to $N_A$ and $N_B$, and the slopes of $\ln\gamma_A$ and $\ln\gamma_B$ are then found separately by central differences:

| $x_A$ | $\gamma_A$ | $\gamma_B$ | slope A | slope B | $\Phi$ |
|---|---|---|---|---|---|
| 0.1 | 2.535 | 1.013 | −0.2363 | −0.2363 | 0.764 |
| 0.3 | 1.694 | 1.120 | −0.5054 | −0.5054 | 0.495 |
| 0.5 | 1.285 | 1.345 | −0.5470 | −0.5470 | 0.453 |
| 0.7 | 1.087 | 1.725 | −0.4135 | −0.4135 | 0.587 |
| 0.9 | 1.009 | 2.320 | −0.1575 | −0.1575 | 0.842 |

The coefficients exchange roles across the table while the slopes agree in every row. The factor is below 1 because the bracket is positive at all compositions here: unlike neighbours are unfavourable, and this flattens $g$.

With $w_0$ and $w_1$ held fixed, setting $\Phi=0$ gives the spinodal temperature
$$k_BT_s(x_A)=2x_Ax_B\,[w_0+3w_1(x_A-x_B)] .$$
Its maximum is 707 K at $x_A=0.440$. The maximum lies on the B-rich side because negative $w_1$ enlarges the bracket there. Since $\Phi=1-T_s(x_A)/T$, the smallest factor at 1273 K is $1-707/1273=0.445$. The solution is stable at this temperature, but its resistance to composition changes is less than half the ideal one near this composition.

## One activity curve determines the other

The shared factor lets data for A supply the coefficient of B. From $d\ln\gamma_B=(\Phi-1)\,dx_B/x_B$ and $\gamma_B=1$ at $x_B=1$,
$$\ln\gamma_B(x_B)=\int_{x_B}^{1}\frac{1-\Phi}{x'}\,dx' .$$
In the example, change the variable to $u=1-x'$, the fraction of A. One factor $x'$ cancels:
$$\ln\gamma_B=\frac1\theta\int_0^{x_A}2u\,[w_0+3w_1(2u-1)]\,du
=\frac{(w_0-3w_1)x_A^2+4w_1x_A^3}{\theta}.$$
For $x_A=0.3$ the numerator is $0.15\times0.09-0.04\times0.027=0.01242$ eV, and $\ln\gamma_B=0.1132$. Numerical integration using the slope of $\gamma_A$ alone gives 0.11322, the same as the value taken directly from $\mu_B$.

## A case beyond random mixing

The proof did not assume random mixing. A chain of atoms provides a test in which neighbours are correlated. Let each unlike neighbour pair cost $\epsilon=0.05$ eV and each like pair nothing, at zero pressure and 1273 K. For $N$ atoms, sum over all arrangements with weight $a_A^{N_A}a_B^{N_B}e^{-E/\theta}$. The sum is generated by powers of the matrix
$$M=\begin{pmatrix}a_A&\sqrt{a_Aa_B}\,e^{-\epsilon/\theta}\\ \sqrt{a_Aa_B}\,e^{-\epsilon/\theta}&a_B\end{pmatrix},$$
so for a long chain it grows as $\lambda^N$, with $\lambda$ the larger eigenvalue. Minus $\theta$ times the logarithm of the sum is $G-N_A\mu_A-N_B\mu_B$, and extensivity makes this zero per atom. Hence $\lambda=1$, which fixes $a_B$ once $a_A$ is chosen. The probability that an interior site holds A is the square of the A component of the normalized eigenvector, because the parts of the chain to the left and right each contribute one factor.

With $\ln a_A=-0.8$, this gives $x_A=0.3096$. Small changes of $a_A$ then yield $d\ln a_A/d\ln x_A=0.663363$ and $d\ln a_B/d\ln x_B=0.663363$. No formula for $\gamma_i$ was used. The agreement is built into the condition $\lambda=1$: since $\partial\lambda/\partial\ln a_i=\lambda x_i$, holding $\lambda$ fixed means $x_A\,d\ln a_A+x_B\,d\ln a_B=0$. The chain therefore shows the relation at work with correlated neighbours and is not an independent proof of it.

## What the factor does in diffusion

Let the composition rise linearly from pure B to pure A over 20 µm, so that $dx_A/dz=500$ cm$^{-1}$. The thermodynamic force on an atom is
$$F_i=-\frac{d\mu_i}{dz}=-\frac{\theta\Phi}{x_i}\frac{dx_i}{dz}.$$
At $x_A=0.3$ the ideal force on A is $-0.1097\times500/0.3=-183$ eV/cm. The factor reduces it to $-90.4$ eV/cm, or $-1.76\times10^{-8}$ hartree/bohr. For B the ideal force is $+78.4$ eV/cm and the actual one $+38.8$ eV/cm. Both are reduced by the same ratio, 0.495. The weighted sum $0.3(-90.4)+0.7(38.8)$ vanishes within rounding, as the Gibbs-Duhem relation requires.

Suppose vacancies are in local equilibrium. If each species drifts with velocity $M_iF_i$, where $M_i$ is its mobility, and the atomic volume is constant, the concentration $c_i=x_i/v$ gives the flux
$$J_i=c_iM_iF_i=-M_i\theta\Phi\,\frac{dc_i}{dz}.$$
The intrinsic diffusivities are then $D_i=M_i\theta\Phi$. Their ratio is $M_A/M_B$, and $\Phi$ cancels from it. If the atoms have different fixed volumes $v_A$ and $v_B$, then $dc_A=v_B\,dx_A/v^2$ and $dc_B=v_A\,dx_B/v^2$, and the ratio becomes $M_Av_A/(M_Bv_B)$. For 11.8 and 10.9 Å$^3$, rough values for copper and nickel, this is a correction of 8 %; $\Phi$ still cancels. If the force on B also drives A, so that $J_A=L_{AA}F_A+L_{AB}F_B$, the diffusivity acquires an extra term. Both forces still carry $\Phi$, so it remains a common multiplier. Such coupling changes the kinetic coefficient and leaves the thermodynamic factor alone.

## When the two factors split

Define $\Phi_i=d\ln a_i/d\ln x_i$ along a path on which temperature or pressure may also vary. Since $dx_B=-dx_A$,
$$\Phi_A-\Phi_B=x_A\frac{d\ln a_A}{dx_A}+x_B\frac{d\ln a_B}{dx_A}.$$
Take the references at the local temperature and a fixed pressure $p_0$. Using $g=\sum_i x_i\mu_i$, $s\,dT=(s/k_B)\,d\theta$ and the enthalpy $h=g+Ts$,
$$\sum_i x_i\,d\!\left(\frac{\mu_i}{\theta}\right)=\frac{v\,dp-(s/k_B)\,d\theta}{\theta}-\frac{g\,d\theta}{\theta^2}=\frac{v\,dp}{\theta}-\frac{h\,d\theta}{\theta^2}.$$
For the references, likewise, $d(\mu_i^\circ/\theta)=-h_i^\circ\,d\theta/\theta^2$. Subtracting leaves
$$\Phi_A-\Phi_B=\frac{v}{\theta}\frac{dp}{dx_A}-\frac{\Delta h}{\theta^2}\frac{d\theta}{dx_A},\qquad \Delta h=h-\sum_i x_ih_i^\circ .$$
At $p=p_0$, $\Delta h$ is the enthalpy of mixing.

Vacancies act as a third component. With $r$ vacancies per atom, the same scaling argument gives, at fixed $T$ and $p$,
$$x_A\,d\mu_A+x_B\,d\mu_B+r\,d\mu_v=0 ,$$
and hence $\Phi_A-\Phi_B=-(r/\theta)\,d\mu_v/dx_A$. Vacancies can be created and destroyed, so equilibrium minimizes $G$ with respect to their number. This means $\mu_v=0$ all along the path, and the split vanishes. For non-interacting vacancies with site fraction $y$, $\mu_v=\theta\ln(y/y_{eq})$.

A test with a deliberately low vacancy energy, $0.30+0.10\,x_A$ eV, makes the effect visible. At $x_A=0.3$ and $r=0.0519$, letting $\ln(y/y_{eq})$ rise at a rate of 2 per unit $x_A$ gives a split of $-0.104$, as $-2r$ predicts. With the vacancies kept in equilibrium, the split is $3\times10^{-8}$, zero within the error of numerical differentiation.

## Copper-nickel as the real setting

The parameters are rough values meant for the regime of solid copper (A) and nickel (B), which form a continuous face-centred cubic solution at 1273 K and have a tendency to unmix at low temperature. The 20 µm width of the diffusion zone is an assumed value. The model's 707 K spinodal top is of the right order: the top of the alloy's miscibility gap is near 600 K, a rough figure. The value $\Phi\approx0.5$ is a model estimate, not a measurement. It is sensitive to the rough input $w_0$: an error of 0.02 eV in $w_0$ shifts $\Phi$ by $0.42\times0.02/0.1097=0.077$, or 15 % of its value at $x_A=0.3$.

Real atoms also do not mix at random. To size this effect, let $y_p$ be the probability of an ordered AB pair and minimize over $y_p$ the pair free energy
$$f=w\,y_p+\theta\Big[(1-z)\sum_i x_i\ln x_i+\frac z2\sum_{ij}P_{ij}\ln P_{ij}\Big],$$
where $w=w_0+w_1(x_A-x_B)$, $P_{AB}=P_{BA}=y_p$ and $P_{ii}=x_i-y_p$. The first entropy sum corrects for counting each atom in $z$ pairs. For $z=2$ and $w=2\epsilon$, this reproduces the chain's factor to within $2\times10^{-5}$. For the 12 neighbours of the alloy it gives $\Phi=0.509$ in place of 0.495, a 3 % increase. It remains an approximation for a three-dimensional crystal. At $x_A=0.5$ with a constant $w=0.12$ eV it raises $\Phi$ from 0.453 to 0.477, whereas the high-temperature series of the same nearest-neighbour model on the face-centred cubic lattice gives about 0.483.

These two corrections change $\Phi$ for both components together. The following estimates concern the split, at $x_A=0.3$, for a change spread linearly across the zone:

- A pressure difference of 10 MPa, with $v=11.17$ Å$^3$, gives 0.0064, about 1.3 % of $\Phi$.
- A temperature difference of 1 K, with the model's $\Delta h=0.026$ eV, which assumes no excess entropy, gives a magnitude of $0.026/(0.1097\times1273)=1.9\times10^{-4}$.
- A vacancy supersaturation that grows from one to two, with a rough vacancy energy of 1.3 eV, gives a magnitude of about $10^{-5}$ when $\ln(y/y_{eq})$ is linear in position, the full factor of two is used for the local vacancy fraction and the formation entropy is neglected. A formation entropy of 2 to 2.5 $k_B$, a rough value for such metals, raises this to about $10^{-4}$.

Of these three estimates, the pressure difference gives the largest split. The tiny vacancy split does not mean that vacancy gradients are harmless in diffusion. An atom that moves by exchange with a vacancy feels the force $-d(\mu_i-\mu_v)/dz$. A supersaturation that grows from one to two across the zone, with $\ln(y/y_{eq})$ linear in $z$, adds $\theta\ln2\times500=38$ eV/cm, as large as the force on B found above. The fluxes then need this term even though the factors agree. A pressure difference of 78 MPa across the zone would split the factors by a tenth of $\Phi$. Where the pressure difference stays near 10 MPa or below, the two factors agree to about a percent in this example.

These pressure estimates hold for hydrostatic pressure only, and they are an idealization. A purely hydrostatic gradient is in mechanical equilibrium only if a body force balances it, and 10 MPa over 20 µm in this alloy would need about $6\times10^{6}$ times the Earth's gravity. In a real solid zone such a gradient comes with shear stresses, and the formula cannot be applied to it directly. In-plane stress in a thin layer clamped to a substrate is a different case. If atoms are added at a traction-free surface while the in-plane dimensions stay fixed, the free energy of the layer is again proportional to the atom numbers. The Gibbs-Duhem relation then holds without a pressure term, and the factors agree, although the elastic energy can change their common value. For a layer clamped to nickel, rough elastic constants raise $\Phi$ at $x_A=0.3$ from 0.495 to between 0.51 and 0.52, while the mean stress changes by 2 to 3 GPa per unit $x_A$ without splitting the factors. The numerical output below lists the main computed values.

## Numbers as computed

```
temperature = 1273 K, k_B T = 0.10970 eV
w0 = 0.120 eV, w1 = -0.010 eV
x_A  gamma_A  gamma_B  slope_A  slope_B  Phi  (no units)
0.1  2.5354  1.0134  -0.2363  -0.2363  0.7637
0.3  1.6940  1.1199  -0.5054  -0.5054  0.4946
0.5  1.2849  1.3448  -0.5470  -0.5470  0.4530
0.7  1.0873  1.7245  -0.4135  -0.4135  0.5865
0.9  1.0086  2.3204  -0.1575  -0.1575  0.8425
x_A = 0.3: ln gamma_B from gamma_A data = 0.11322
x_A = 0.3: ln gamma_B directly = 0.11322
spinodal top = 707 K at x_A = 0.440
chain: unlike-pair cost = 0.050 eV, x_A = 0.3096
chain: factor of A = 0.663363, of B = 0.663363
vacancy test: 0.0519 vacancies per atom
  split, vacancies off equilibrium = -0.1039
  split, equilibrium vacancies = 2.6e-08
zone width = 20 micrometre, x_A = 0.3
force on A = -90.43 eV/cm, ideal = -182.83 eV/cm
force on B = 38.76 eV/cm, ideal = 78.36 eV/cm
force on A = -1.759e-08 hartree/bohr
force ratio real/ideal: A 0.4946, B 0.4946
Phi, random mixing = 0.4946
Phi, short-range order, 12 neighbours = 0.5089
change of Phi for 0.02 eV error in w0 = 0.0766
atomic volume = 11.17 cubic angstrom
mixing enthalpy = 0.02604 eV per atom
split from 10 MPa across zone = 6.36e-03
split from 1 K across zone = 1.86e-04
vacancy energy = 1.3 eV, supersaturation = 2
split from vacancy supersaturation = 9.89e-06
pressure difference for split Phi/10 = 78 MPa
```
